\section*{H/D rate ratio for a breaking Si-H bond at 500 K}

\section{The situation}

A silane-type precursor at 500 K passes a hydrogen atom from one of its Si-H bonds to a silicon radical site. If that hydrogen is replaced by deuterium, the electrons and the forces between the atoms stay the same, yet the reaction slows down. The question is by what factor, when the Si-H stretch at $2150~\mathrm{cm^{-1}}$ turns into the motion across the barrier and so leaves no zero-point energy at the transition state.

The treatment is semiclassical: vibrations are quantized, but the barrier is crossed classically, without tunnelling. One bond is labelled, and its breaking is assumed to control the rate. The Born-Oppenheimer potential is common to both isotopes, so the bare barrier $V$, measured from the potential minimum to the saddle, is the same for H and D.

Energies are expressed as wavenumbers. The thermal energy is then
\begin{equation}
\theta=\frac{k_BT}{hc}=347.5~\mathrm{cm^{-1}}\quad\text{at }500~\mathrm{K},
\qquad u=\frac{\nu}{\theta},
\end{equation}
where $\nu$ is a vibrational wavenumber. The dimensionless $u$ compares a vibrational quantum with the thermal energy.

\section{The one-mode rate ratio}

Transition-state theory gives
\begin{equation}
k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q_R}\,e^{-V/k_BT}.
\end{equation}
Both partition functions are measured from the potential energy of their own stationary point, so zero-point energies are inside $Q^\ddagger$ and $Q_R$. For the harmonic stretch of the reactant, summing the geometric series gives
\begin{equation}
Q=\sum_{n=0}^{\infty}e^{-u(n+1/2)}
=\frac{e^{-u/2}}{1-e^{-u}}
=\frac{1}{2\sinh(u/2)} .
\end{equation}
At the saddle this mode is the reaction coordinate and contributes no vibrational factor to $Q^\ddagger$. Assume for now that all other isotope-dependent factors cancel. Since $Q_R$ stands in the denominator of the rate,
\begin{equation}
R\equiv\frac{k_H}{k_D}=\frac{Q_D}{Q_H}
=\frac{\sinh(u_H/2)}{\sinh(u_D/2)}
=e^{(u_H-u_D)/2}\,\frac{1-e^{-u_H}}{1-e^{-u_D}} .
\label{eq:R}
\end{equation}

\section{Low temperature: leading term and first correction}

When $u_D\gg1$, both exponentials in the last fraction are small. Expanding the denominator,
\begin{align}
\frac{1-e^{-u_H}}{1-e^{-u_D}}
&=(1-e^{-u_H})(1+e^{-u_D}+e^{-2u_D}+\cdots)\nonumber\\
&=1+e^{-u_D}-e^{-u_H}+\cdots .
\end{align}
Because $u_D<u_H$, the first correction is $e^{-u_D}$:
\begin{equation}
R\simeq e^{(u_H-u_D)/2}\left(1+e^{-u_D}\right).
\label{eq:asym}
\end{equation}
The leading factor is the zero-point effect. The reactant level of H lies higher in the well than that of D, by $(\nu_H-\nu_D)/2$, and H therefore has that much less to climb. The correction comes from the first excited stretch level. It is more populated for D, which enlarges $Q_D$, lowers $k_D$ and raises the ratio.

The D wavenumber follows from the common force constant $K=\mu(2\pi c\nu)^2$, where $\mu$ is the reduced mass of the bond:
\begin{equation}
\nu_D=\nu_H\sqrt{\frac{\mu_H}{\mu_D}},\qquad
\mu_{H,D}=\frac{m_{H,D}M}{m_{H,D}+M}.
\end{equation}
With $M=27.977$ u for silicon-28, the reduced masses are $0.9728$ u and $1.8788$ u. Hence
\begin{align}
\nu_D&=2150\times0.7196=1547~\mathrm{cm^{-1}},\\
\tfrac12(\nu_H-\nu_D)&=\tfrac12(2150-1547)=301.5~\mathrm{cm^{-1}}=37.4~\mathrm{meV},\\
R_0&=\exp\!\left(\frac{301.5}{347.5}\right)=e^{0.8675}=2.38 .
\end{align}
The rate ratio is about 2.4. Treating silicon as infinitely heavy would give $\nu_D\approx\nu_H/\sqrt2$, an overstated shift, and a ratio of 2.47, which is 4\% above $R_0$.

For the correction, $u_D=1547/347.5=4.45$ and $e^{-u_D}=0.012$, so \eqref{eq:asym} gives $2.38\times1.012=2.41$. The next term, with $u_H=2150/347.5=6.19$, is $-e^{-u_H}=-0.002$. The full expression \eqref{eq:R} gives 2.404. As a test, the levels of both isotopes were found by diagonalizing the harmonic Hamiltonian on a grid, and their Boltzmann sums also gave 2.404.

The leading ratio is 4.25 at 300 K and 1.72 at 800 K. At 800 K, $\theta=347.5\times1.6=556~\mathrm{cm^{-1}}$, so $u_D=2.78$ and the first correction has grown to $e^{-u_D}=0.06$. The expansion is then less economical, and \eqref{eq:R} is the better formula.

\section{High temperature: the opposite limit}

For small $u$, $\sinh(u/2)=(u/2)(1+u^2/24+\cdots)$. Substitution in \eqref{eq:R} gives
\begin{equation}
R\simeq\frac{u_H}{u_D}\left(1+\frac{u_H^2-u_D^2}{24}\right)
\;\longrightarrow\;\sqrt{\frac{\mu_D}{\mu_H}}=\frac{1}{0.7196}=1.39 .
\end{equation}
The zero-point factor alone would tend to 1. What it misses is classical: in the same well the lighter atom oscillates faster and reaches the barrier more often. The expansion is reliable when $u_H$ is small. At 500 K, where $u_H=6.19$, its two terms still give 2.46, close to the full 2.404, although the correction in the bracket is 0.77 and therefore not small.

\section{When is all the zero-point energy lost?}

The saddle also has a real stretching vibration. If H takes part in it, some isotope shift survives there. A collinear model Si-H-Si shows when this happens. Let $x_1,x_2,x_3$ be the atomic displacements, $r_1=x_2-x_1$ and $r_2=x_3-x_2$ the bond extensions, and
\begin{equation}
U=\tfrac12f_1r_1^2+\tfrac12f_2r_2^2+f_{12}r_1r_2 .
\end{equation}
With $U_i=\partial U/\partial r_i$, the forces on the three atoms are $U_1$, $U_2-U_1$ and $-U_2$. Dividing by the masses and subtracting,
\begin{align}
\ddot r_1&=-\left(\frac1M+\frac1m\right)U_1+\frac1m\,U_2,\nonumber\\
\ddot r_2&=\frac1m\,U_1-\left(\frac1M+\frac1m\right)U_2 ,
\label{eq:motion}
\end{align}
where $m$ is the mass of H or D.

Take first a centred saddle, $f_1=f_2=f$. In the symmetric motion $r_1=r_2=r$, so $U_1=U_2=(f+f_{12})r$. The force on the middle atom vanishes, the terms in $1/m$ cancel, and
\begin{equation}
(2\pi c\nu_s)^2=\frac{f+f_{12}}{M}.
\end{equation}
The hydrogen stands still and there is no isotope shift. In the antisymmetric motion $r_1=-r_2=r$, so $U_1=-U_2=(f-f_{12})r$ and
\begin{equation}
(2\pi c\nu_a)^2=(f-f_{12})\left(\frac1M+\frac2m\right).
\label{eq:anti}
\end{equation}
This is negative for $f_{12}>f$: the motion is unstable and is the reaction coordinate. The round values $f=50$ and $f_{12}=80$ N/m give $\nu_s=280.8~\mathrm{cm^{-1}}$ for both isotopes, and imaginary wavenumbers of $1014i$ for H and $724i~\mathrm{cm^{-1}}$ for D. Here the stretch does lose all its isotope-dependent zero-point energy.

Now take an early saddle, with H still bound mainly to its first silicon: $f_1=200$, $f_2=10$, $f_{12}=70$ N/m. Solving \eqref{eq:motion} gives a real stretch at 1162 for H and $871~\mathrm{cm^{-1}}$ for D. The saddle retains a zero-point difference of $145.9~\mathrm{cm^{-1}}$, which offsets part of the reactant's:
\begin{equation}
R_0=\exp\!\left(\frac{301.5-145.9}{347.5}\right)=1.56 .
\end{equation}
This is the zero-point value only. The retained stretch has $u=871/347.5=2.5$ for D, so its excited levels matter: with full partition functions and the translational factor derived below, the early saddle gives 1.52, against 2.42 for the centred one. In this model the value 2.4 thus belongs to a saddle whose real stretch has almost the same wavenumber for H and D. Equal force constants $f_1=f_2=f$ with $f_{12}>|f|$ ensure this, but they are not necessary for a ratio near 2.4: with $f_1=90$, $f_2=10$ and $f_{12}=80$ N/m, equation \eqref{eq:motion} still leads to $R_0=2.37$.

The collinear model also shows what the assumed cancellation leaves out. A one-dimensional translational partition function is proportional to the square root of the mass. The saddle has mass $2M+m$ and the labelled reactant $M+m$, so \eqref{eq:R} acquires the factor
\begin{equation}
\sqrt{\frac{(2M+m_H)(M+m_D)}{(2M+m_D)(M+m_H)}}=1.008 ,
\end{equation}
and the ratio at 500 K becomes $2.404\times1.008=2.42$. Multiplying the same factor into the classical limit gives
\begin{equation}
\sqrt{\frac{\mu_D}{\mu_H}}\,
\sqrt{\frac{(2M+m_H)(M+m_D)}{(2M+m_D)(M+m_H)}}
=\sqrt{\frac{m_D(2M+m_H)}{m_H(2M+m_D)}} .
\end{equation}
Since $1/M+2/m=(2M+m)/(Mm)$, equation \eqref{eq:anti} shows that the right side is the ratio of the two imaginary wavenumbers. A test with explicit level sums at a formal temperature of $10^6$ K gave 1.4013 for the left side, and the normal modes gave 1.4013 for the right.

\section{Effects outside the estimate}

\textbf{Tunnelling.} Let the barrier be $V_0\,\mathrm{sech}^2(x/a)$ with $V_0=1$ eV. Its curvature at the top is $-2V_0/a^2$. Equating its magnitude to $m_{\rm eff}\omega^2$, with $w=\hbar\omega$ the quantum of the imaginary frequency of the centred saddle, gives $2m_{\rm eff}a^2/\hbar^2=4V_0/w^2$. With $y=x/a$ the Schr\"odinger equation is
\begin{equation}
\psi''(y)+\frac{4V_0}{w^2}\left(E-V_0\,\mathrm{sech}^2y\right)\psi=0 .
\end{equation}
For this Eckart barrier the transmission probability has the closed form
\begin{equation}
P(E)=\frac{\sinh^2(2\pi\sqrt{EV_0}/w)}
{\sinh^2(2\pi\sqrt{EV_0}/w)+\cosh^2\!\left(\tfrac{\pi}{2}\sqrt{16V_0^2/w^2-1}\right)} .
\end{equation}
Direct integration of the wave equation at $E=0.92V_0$ and $1.03V_0$, for both isotopes, agreed with it to within a relative $10^{-4}$. The rate is multiplied by
\begin{equation}
\kappa=\int_0^\infty P(E)\,e^{-(E-V_0)/k_BT}\,\frac{dE}{k_BT},
\end{equation}
which equals 1 for a classical step at $E=V_0$. The results are $\kappa_H=1.47$ and $\kappa_D=1.21$. Their ratio, 1.215, raises the collinear value from 2.42 to about 2.9. This factor depends on the chosen saddle force constants: a more sharply curved barrier, with a larger imaginary wavenumber, would increase it, possibly by a good deal.

\textbf{Bends.} Suppose two bends stiffen from 650 to $750~\mathrm{cm^{-1}}$ for H, with D values smaller by the same factor 0.7196. Zero-point energy alone would raise the H barrier relative to that of D by $2\times\tfrac12\times100\times(1-0.7196)=28~\mathrm{cm^{-1}}$, a factor $e^{-28/347.5}=0.92$. But $u=650/347.5=1.9$ is not large, and excited levels matter. The full partition functions give 0.959, which lowers $R_0$ to 2.28. A larger stiffening would lower it further. The common factor 0.7196 is a simplification. In a linear Si-H-Si saddle with equal bond lengths, the bend wavenumber is proportional to $\sqrt{1/M+2/m}$, which gives a D/H factor of 0.7136. Using it for the saddle alone changes 0.959 to 0.940, but most of this drop is compensated. The quotient $0.7196/0.7136=1.008$ is the translational factor found above, and once the atoms may move sideways the two transverse translations each contribute it. The bend factor together with them is $0.940\times1.008^2=0.956$, and the ratio is again about 2.28.

\textbf{Anharmonicity.} A Morse well of depth $D_e$ has levels $\omega_e(n+\tfrac12)-\omega_e^2(n+\tfrac12)^2/(4D_e)$. If 2150 is read as the observed fundamental, $\omega_e-\omega_e^2/(2D_e)$, a depth of 4 eV requires $\omega_e=2227~\mathrm{cm^{-1}}$. The zero-point difference becomes $307.6~\mathrm{cm^{-1}}$ and the ratio 2.42, a change of about 2\% from $R_0$.

\section{Beside a real precursor}

A stretch near $2150~\mathrm{cm^{-1}}$ is typical of Si-H bonds, and 500 K lies in the rough range used for thermal atomic layer deposition. The saddle force constants, bend shifts and Morse depth are round model choices, and a 1 eV barrier is probably high for transfer to a radical site. Real reactions need not have a centred saddle, and hydrogen does tunnel. For the numbers used here, the early saddle lowers the zero-point ratio from 2.38 to 1.56, and tunnelling through the centred saddle raises the collinear ratio from 2.42 to about 2.9. Both changes are far larger than the first asymptotic correction of 1\%. If adsorption or another step insensitive to the isotope controls the growth rate, the observed ratio tends towards 1, provided no reversible hydrogen transfer comes before that step. Such a transfer can leave an equilibrium isotope effect. The figure 2.4 is therefore a semiclassical reference value for rate-controlling Si-H cleavage through a centred collinear saddle, with changes in the bends left out, and not an upper bound. The numerical output lists the values behind these comparisons.

\section*{Computed results}
\begin{verbatim}
Temperature: 500 K
Thermal energy kT: 347.5 cm^-1
Mass of H: 1.0078 u
Mass of D: 2.0141 u
Mass of Si-28: 27.9769 u
Reduced mass Si-H: 0.9728 u
Reduced mass Si-D: 1.8788 u
Frequency ratio D/H: 0.7196
Si-H stretch: 2150 cm^-1
Si-D stretch: 1547.0 cm^-1
Si-H force constant: 264.9 N/m
ZPE of Si-H: 1075.0 cm^-1
ZPE of Si-D: 773.5 cm^-1
ZPE difference: 301.5 cm^-1
ZPE difference: 37.4 meV
Exponent: 0.8675
MAIN RESULT kH/kD, ZPE only, 500 K: 2.381
kH/kD, ZPE only, 300 K: 4.25
kH/kD, ZPE only, 800 K: 1.72
kH/kD with the root-2 shortcut, 500 K: 2.474
Excited-level factor: 1.0097
kH/kD with excited levels: 2.404
kH/kD from grid levels: 2.404
Collinear translational factor: 1.0083
kH/kD, collinear, no tunnelling: 2.424
Classical limit of collinear kH/kD: 1.4013
Ratio of imaginary frequencies H/D: 1.4013
Centred TS force constants f, f, f12: 50, 50, 80 N/m
Centred TS imaginary frequency, H: 1014 i cm^-1
Centred TS imaginary frequency, D: 724 i cm^-1
Centred TS real stretch, H: 280.8 cm^-1
Centred TS real stretch, D: 280.8 cm^-1
Early TS force constants f1, f2, f12: 200, 10, 70 N/m
Early TS imaginary frequency, H: 211 i cm^-1
Early TS real stretch, H: 1162 cm^-1
Early TS real stretch, D: 871 cm^-1
Early TS retained ZPE difference: 145.9 cm^-1
kH/kD, early TS, ZPE only: 1.56
Bare barrier for tunnelling: 1.0 eV
Eckart tunnelling factor, H: 1.473
Eckart tunnelling factor, D: 1.213
Tunnelling factor ratio H/D: 1.215
kH/kD, collinear, with tunnelling: 2.94
Morse well depth: 4.0 eV
Morse harmonic wavenumber, H: 2226.9 cm^-1
Morse ZPE difference: 307.6 cm^-1
kH/kD, Morse ZPE only: 2.423
Each of two bends, reactant, H: 650 cm^-1
Each of two bends, TS, H: 750 cm^-1
Factor from stiffer bends: 0.959
kH/kD, ZPE only times bend factor: 2.28
\end{verbatim}
